# Why the Exact Shifted Inverse Stalls Davidson Iteration: test program

```python
"""
Result under test: Davidson's correction t = -M^-1 r, with r = (H-theta)u,
returns t = -u when M = H-theta exactly, so the search space cannot grow.
For M = H-theta+E the new part comes from M^-1 E u, whatever the size of E.
Solving in the complement of u (Jacobi-Davidson) instead gives
t = -u + alpha (H-theta)^-1 u, with a cubic law for the energy error.
H: Hamiltonian matrix (eV); u: normalized Ritz vector; theta: its energy;
E: error of the preconditioner M; lam, X: exact eigenvalues and eigenvectors.
Example: electron in a silicon sheet with hard walls and a uniform field.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal, null_space
from scipy.optimize import brentq
from scipy.special import airy

# ---------- model: sine basis between two hard walls ----------
N = 40
width = 5.0                 # nm
field_MV_cm = 0.5
field = 0.1 * field_MV_cm   # V/nm, equal to eV/nm for one electron
mass = 0.9                  # electron masses, rough longitudinal value
kin0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
n = np.arange(1, N + 1)


def hamiltonian(m_eff):
    kinetic = kin0 / m_eff * (n * np.pi / width)**2
    position = np.diag(np.full(N, width / 2))
    for i in range(N):
        for j in range(N):
            if (i - j) % 2:
                a, b = n[i], n[j]
                position[i, j] = (-8 * width * a * b
                                  / (np.pi**2 * float(a*a - b*b)**2))
    return np.diag(kinetic) + field * position, kinetic


H, kinetic = hamiltonian(mass)
I = np.eye(N)
D = np.diag(np.diag(H))
O = H - D
lam, X = np.linalg.eigh(H)
gap = lam[1] - lam[0]

# independent road to the ground energy: Airy functions and two walls
airy_length = (kin0 / mass / field)**(1 / 3)


def wall_condition(energy):
    left = airy(-energy / field / airy_length)
    right = airy((width - energy / field) / airy_length)
    return left[0] - left[2] * right[0] / right[2]


E_airy = brentq(wall_condition, lam[0] - 0.005, lam[0] + 0.005, xtol=1e-14)
assert abs(E_airy - lam[0]) < 1e-8

# ---------- common start: lowest state in the first two sines ----------
start = np.zeros(N)
start[:2] = np.linalg.eigh(H[:2, :2])[1][:, 0]
theta0 = start @ H @ start
r0 = H @ start - theta0 * start
e0 = theta0 - lam[0]
assert 0 < e0 < gap / 2


def davidson(make_M):
    return lambda u, th, r: -np.linalg.solve(make_M(th), r)


def projected(make_M):
    def correction(u, th, r):
        Q = null_space(u[None, :])
        return -Q @ np.linalg.solve(Q.T @ make_M(th) @ Q, Q.T @ r)
    return correction


def run(correction, keep_noise=False, tol=1e-9):
    """Return status, number of added vectors, energy error, first new part."""
    V = start[:, None].copy()
    first = None
    while True:
        vals, vecs = np.linalg.eigh(V.T @ H @ V)
        th, u = vals[0], V @ vecs[:, 0]
        r = H @ u - th * u
        added = V.shape[1] - 1
        if np.linalg.norm(r) < tol:
            return "converged", added, th - lam[0], first
        if V.shape[1] == N:
            return "space full", added, th - lam[0], first
        t = correction(u, th, r)
        t = t / np.linalg.norm(t)
        t = t - V @ (V.T @ t)
        fraction = np.linalg.norm(t)
        if first is None:
            first = fraction
        if fraction == 0 or (fraction < 1e-9 and not keep_noise):
            return "stalled", added, th - lam[0], first
        for _ in range(3):
            t = t / np.linalg.norm(t)
            t = t - V @ (V.T @ t)
        V = np.column_stack([V, t / np.linalg.norm(t)])


def exact_M(th):
    return H - th * I


def family(s):
    """s=0: diagonal preconditioner; s=1: exact shifted matrix."""
    return lambda th: D - th * I + s * O


def perpendicular(v):
    return v - start * (start @ v)


def cosine(a, b):
    return abs(a @ b) / np.linalg.norm(a) / np.linalg.norm(b)


# ---------- exact inverse and general preconditioner error ----------
t_exact = davidson(exact_M)(start, theta0, r0)
assert np.linalg.norm(t_exact + start) < 1e-9
exact_run = run(davidson(exact_M))
noise_run = run(davidson(exact_M), keep_noise=True)
assert exact_run[0] == "stalled" and exact_run[1] == 0

for s in (0.0, 0.9):
    M = family(s)(theta0)
    t = davidson(family(s))(start, theta0, r0)
    from_error = np.linalg.solve(M, (M - exact_M(theta0)) @ start)
    assert np.allclose(perpendicular(t), perpendicular(from_error), atol=1e-10)

# new part shrinks with the error, but its direction has a finite limit
t4 = perpendicular(davidson(family(1 - 1e-4))(start, theta0, r0))
t6 = perpendicular(davidson(family(1 - 1e-6))(start, theta0, r0))
shrink = np.linalg.norm(t4) / np.linalg.norm(t6)
limit_direction = perpendicular(X @ ((X.T @ (O @ start)) / (lam - theta0)))
assert abs(shrink / 100 - 1) < 0.03
assert cosine(t6, limit_direction) > 0.9999

# a displaced shift gives useful inverse iteration
shift_offset = 0.01


def displaced_M(th):
    return H - (th - shift_offset) * I


t_shift = perpendicular(davidson(displaced_M)(start, theta0, r0))
inverse_vector = X @ ((X.T @ start) / (lam - theta0 + shift_offset))
assert cosine(t_shift, perpendicular(inverse_vector)) > 1 - 1e-8
shift_run = run(davidson(displaced_M))
assert shift_run[0] == "converged"

# a tiny error along an unwanted eigenvector gives a useless direction
unwanted = X[:, 4]
bad_runs = {}
for eps in (1e-1, 1e-3):
    def bad_M(th, eps=eps):
        return H - th * I + eps * np.outer(unwanted, unwanted)
    t_bad = perpendicular(davidson(bad_M)(start, theta0, r0))
    assert cosine(t_bad, perpendicular(unwanted)) > 0.9999
    bad_runs[eps] = run(davidson(bad_M))
    assert bad_runs[eps][0] == "stalled" and bad_runs[eps][1] == 1
    assert bad_runs[eps][2] > 0.9 * e0
diag_error = np.linalg.norm(O, 2)
assert diag_error > 10 * 1e-3

# ---------- projected equation ----------
t_jd = projected(exact_M)(start, theta0, r0)
inverse_u = X @ ((X.T @ start) / (lam - theta0))
alpha = 1 / (start @ inverse_u)
assert np.allclose(t_jd, -start + alpha * inverse_u, atol=1e-9)
new_part_jd = np.linalg.norm(t_jd)

M = family(0.0)(theta0)
Mr, Mu = np.linalg.solve(M, r0), np.linalg.solve(M, start)
t_formula = -Mr + (start @ Mr) / (start @ Mu) * Mu
assert np.allclose(t_formula, projected(family(0.0))(start, theta0, r0),
                   atol=1e-10)

Q0 = null_space(start[None, :])
lowest_projected = np.linalg.eigvalsh(Q0.T @ exact_M(theta0) @ Q0)[0]
projected_bound = lam[0] + lam[1] - 2 * theta0
assert lowest_projected >= projected_bound - 1e-12 and projected_bound > 0

qualities = (0.0, 0.9, 0.9999, 1.0)
table = [(s, run(davidson(family(s))), run(projected(family(s))))
         for s in qualities]
assert table[0][1][0] == "converged"
assert table[-1][2][0] == "converged"
assert table[-1][2][1] < table[0][1][1]

# ---------- high precision: cancellation and cubic law ----------
mp.mp.dps = 60
A = mp.matrix(H.tolist())
u = mp.matrix(start.tolist())
u = u / mp.norm(u)
energies = []
for step in range(5):
    th = (u.T * A * u)[0]
    energies.append(th)
    r = A * u - th * u
    shifted = A - th * mp.eye(N)
    if step == 0:
        leftover_mp = mp.norm(mp.lu_solve(shifted, -r) + u)
    border = mp.zeros(N + 1, N + 1)
    rhs = mp.zeros(N + 1, 1)
    for i in range(N):
        for j in range(N):
            border[i, j] = shifted[i, j]
        border[i, N] = u[i]
        border[N, i] = u[i]
        rhs[i] = -r[i]
    solution = mp.lu_solve(border, rhs)
    u = u + mp.matrix([solution[i] for i in range(N)])
    u = u / mp.norm(u)
assert leftover_mp < mp.mpf(10)**(-50)
assert abs(float(energies[-1]) - lam[0]) < 1e-11
errors = [th - energies[-1] for th in energies[:4]]
gap_mp = mp.mpf(float(lam[1])) - energies[-1]
cubic_ratios = []
for old, new in zip(errors[:-1], errors[1:]):
    bound = gap_mp * old**3 / (gap_mp - old)**3
    assert 0 < new <= bound * (1 + mp.mpf(10)**(-9))
    cubic_ratios.append(float(new / bound))

# ---------- sizes of effects left out of the model ----------
c = X[:, 0]
barrier, oxide_mass, oxide = 3.0, 0.5, 1.0    # eV, electron masses, nm
h = 0.005
z = -oxide + h * (np.arange(round((width + 2 * oxide) / h)) + 0.5)
outside = (z < 0) | (z > width)
V_fd = field * np.clip(z, 0, width) + barrier * outside
m_fd = np.where(outside, oxide_mass, mass)
face = np.concatenate([[m_fd[0]], (m_fd[1:] + m_fd[:-1]) / 2, [m_fd[-1]]])
flux = kin0 / face / h**2
E_barrier = eigh_tridiagonal(flux[:-1] + flux[1:] + V_fd, -flux[1:-1],
                             select="i", select_range=(0, 0))[0][0]
barrier_shift = E_barrier - lam[0]
# independent estimate: each wall moves outward by a decay length
slope0 = np.sqrt(2 / width) * np.sum(c * n * np.pi / width)
slopeL = np.sqrt(2 / width) * np.sum(c * n * np.pi / width * (-1.0)**n)
decay = np.sqrt(oxide_mass * (barrier - lam[0]) / kin0)
wall_move = oxide_mass / (mass * decay)
wall_estimate = -kin0 / mass * (slope0**2 + slopeL**2) * wall_move
assert abs(barrier_shift / wall_estimate - 1) < 0.15

nonparabolicity = 0.5                         # 1/eV, rough
nonparabolic_shift = -nonparabolicity * np.sum(c**2 * kinetic**2)
sheet_density = 1e12                          # cm^-2
permittivity = 12.0
charge_field = (const.e * sheet_density * 1e4
                / (permittivity * const.epsilon_0)) * 1e-9   # V/nm
zz = np.linspace(0, width, 4001)
psi = np.sqrt(2 / width) * np.sin(np.outer(zz, n) * np.pi / width) @ c
density = psi**2
enclosed = cumulative_trapezoid(density, zz, initial=0)
screening = -charge_field * cumulative_trapezoid(enclosed, zz, initial=0)
charge_shift = trapezoid(density * screening, zz)
mean_z = trapezoid(density * zz, zz)
light_mass = 0.2
E_light = np.linalg.eigvalsh(hamiltonian(light_mass)[0])[0]
kT = const.k * 300 / const.e
band_gap = 1.1                                # eV, rough
assert field * width < band_gap

# ---------- output ----------
print(f"Sheet width: {width:.1f} nm; sine functions: {N}")
print(f"Surface field: {field_MV_cm:.2f} MV/cm; mass: {mass:.2f} m_e")
print(f"Ground energy, matrix: {lam[0]:.8f} eV")
print(f"Ground energy, Airy condition: {E_airy:.8f} eV")
print(f"Second energy: {lam[1]:.6f} eV; gap: {1e3*gap:.3f} meV")
print(f"Mean distance from wall: {mean_z:.3f} nm")
print(f"Start coefficients: {start[0]:.5f}, {start[1]:.5f}")
print(f"Start energy: {theta0:.6f} eV; its error: {1e3*e0:.4f} meV")
print(f"Start residual norm: {1e3*np.linalg.norm(r0):.3f} meV")
print("Residual norm for convergence: 1e-9 eV")
print(f"Exact inverse, |t+u|, double precision: "
      f"{np.linalg.norm(t_exact + start):.1e}")
print(f"Exact inverse, |t+u|, 60 digits: {mp.nstr(leftover_mp, 2)}")
print(f"Exact inverse, noise rejected: {exact_run[0]}, "
      f"{exact_run[1]} vectors added")
print(f"Exact inverse, noise kept (machine dependent): {noise_run[0]}, "
      f"{noise_run[1]} added")
print("Quality s (0 diagonal, 1 exact) | new fraction of t | plain | projected")
for s, plain, proj in table:
    print(f"  s={s:.4f} | {plain[3]:.2e} | {plain[0]}, {plain[1]} added"
          f" | {proj[0]}, {proj[1]} added")
print(f"New part, ratio for 1-s = 1e-4 and 1e-6: {shrink:.2f}")
print(f"Shift displaced by {1e3*shift_offset:.0f} meV: {shift_run[0]}, "
      f"{shift_run[1]} added")
print(f"Error norm of diagonal preconditioner: {1e3*diag_error:.2f} meV")
for eps, result in bad_runs.items():
    print(f"Rank-one error {1e3*eps:.0f} meV: {result[0]}, {result[1]} added, "
          f"energy error {1e3*result[2]:.4f} meV")
print(f"Projected exact solve: alpha = {1e3*alpha:.4f} meV, "
      f"|t| = {new_part_jd:.5f}")
print(f"Lowest eigenvalue of H-theta: {1e3*(lam[0]-theta0):.4f} meV")
print(f"Lowest eigenvalue after projection: {1e3*lowest_projected:.3f} meV; "
      f"bound {1e3*projected_bound:.3f} meV")
for k, err in enumerate(errors):
    print(f"Energy error of u after {k} projected solves: "
          f"{mp.nstr(err, 4)} eV")
print("Error divided by cubic bound: "
      + ", ".join(f"{x:.4f}" for x in cubic_ratios))
print(f"Oxide barrier {barrier:.1f} eV, mass {oxide_mass:.1f} m_e: "
      f"shift {1e3*barrier_shift:.2f} meV")
print(f"Wall-displacement estimate of that shift: {1e3*wall_estimate:.2f} meV")
print(f"Nonparabolicity {nonparabolicity:.1f} /eV: "
      f"shift {1e3*nonparabolic_shift:.2f} meV")
print(f"Channel charge {sheet_density:.0e} cm^-2, permittivity "
      f"{permittivity:.0f}: field {10*charge_field:.3f} MV/cm")
print(f"First-order shift from channel charge: {1e3*charge_shift:.2f} meV")
print(f"Light-mass ladder ({light_mass:.1f} m_e), ground energy: "
      f"{E_light:.5f} eV")
print(f"Thermal energy at 300 K: {1e3*kT:.2f} meV; "
      f"exp(-gap/kT) = {np.exp(-gap/kT):.4f}")
print(f"Potential drop over sheet: {field*width:.3f} eV; "
      f"rough band gap: {band_gap:.1f} eV")
print("PASS")
```

Running it gives:

```
Sheet width: 5.0 nm; sine functions: 40
Surface field: 0.50 MV/cm; mass: 0.90 m_e
Ground energy, matrix: 0.11061287 eV
Ground energy, Airy condition: 0.11061287 eV
Second energy: 0.195263 eV; gap: 84.650 meV
Mean distance from wall: 1.473 nm
Start coefficients: -0.86209, -0.50675
Start energy: 0.115242 eV; its error: 4.6291 meV
Start residual norm: 24.980 meV
Residual norm for convergence: 1e-9 eV
Exact inverse, |t+u|, double precision: 3.7e-15
Exact inverse, |t+u|, 60 digits: 4.1e-61
Exact inverse, noise rejected: stalled, 0 vectors added
Exact inverse, noise kept (machine dependent): converged, 3 added
Quality s (0 diagonal, 1 exact) | new fraction of t | plain | projected
  s=0.0000 | 1.00e+00 | converged, 8 added | converged, 8 added
  s=0.9000 | 1.83e-01 | converged, 5 added | converged, 5 added
  s=0.9999 | 1.64e-04 | converged, 3 added | converged, 3 added
  s=1.0000 | 8.47e-16 | stalled, 0 added | converged, 2 added
New part, ratio for 1-s = 1e-4 and 1e-6: 100.11
Shift displaced by 10 meV: converged, 4 added
Error norm of diagonal preconditioner: 119.61 meV
Rank-one error 100 meV: stalled, 1 added, energy error 4.6111 meV
Rank-one error 1 meV: stalled, 1 added, energy error 4.6111 meV
Projected exact solve: alpha = -4.8220 meV, |t| = 0.20897
Lowest eigenvalue of H-theta: -4.6291 meV
Lowest eigenvalue after projection: 78.017 meV; bound 75.392 meV
Energy error of u after 0 projected solves: 0.004629 eV
Energy error of u after 1 projected solves: 8.836e-6 eV
Energy error of u after 2 projected solves: 7.921e-14 eV
Energy error of u after 3 projected solves: 6.574e-38 eV
Error divided by cubic bound: 0.5392, 0.8223, 0.9481
Oxide barrier 3.0 eV, mass 0.5 m_e: shift -4.49 meV
Wall-displacement estimate of that shift: -4.52 meV
Nonparabolicity 0.5 /eV: shift -1.22 meV
Channel charge 1e+12 cm^-2, permittivity 12: field 0.151 MV/cm
First-order shift from channel charge: -5.54 meV
Light-mass ladder (0.2 m_e), ground energy: 0.19139 eV
Thermal energy at 300 K: 25.85 meV; exp(-gap/kT) = 0.0378
Potential drop over sheet: 0.250 eV; rough band gap: 1.1 eV
PASS
```
